# Herzberg–Teller intensity: how nuclear motion lights up a dark state, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a moving nucleus to a finite intensity

A TDDFT calculation at the equilibrium geometry lists a low excited state with oscillator strength zero. One must then decide whether to leave the state out of the computed absorption spectrum or to pay for calculations at displaced geometries, and in the second case how many are needed and how large the displacements should be. For a state that is spin-allowed but dark by spatial symmetry, and well separated from bright states on the scale of a vibrational quantum, the leading intensity is fixed for each vibrational mode by its frequency and by the derivative of the transition dipole with respect to the nuclear coordinate. This notebook finds the intensity which that derivative produces, starting from two coupled excited states and one mode.

### Coordinate, units and dipole

Hartree atomic units are used. The nuclei move along one normal coordinate $Q$, with $Q=0$ at the ground-state equilibrium. Atom $A$, of mass $M_A$ in electron masses, is displaced by

$$
\delta\mathbf R_A=\frac{\mathbf e_A}{\sqrt{M_A}}\,Q,\qquad \sum_A|\mathbf e_A|^2=1 .
$$

The nuclear kinetic energy is then $P^2/2$, with no mass left in it, and $Q$ has the unit bohr $\sqrt{m_e}$. In the harmonic approximation the vibrational Hamiltonian is $P^2/2+\omega^2Q^2/2$.

Electronic states are taken real, which is possible without magnetic fields and spin–orbit coupling. The symbol $\mu$ denotes one Cartesian component of the dipole operator, and $\mu_{mn}=\langle m|\mu|n\rangle$.

### The simplest case: two excited states that mix

Let the ground state $g$ have energy zero and take no part in the mixing. Above it lie a dark state $d$ and a bright state $b$, with energies $E_d<E_b$ and gap $\Delta=E_b-E_d$. At $Q=0$ we have $\mu_{gd}=0$ and $\mu_{gb}\neq0$. A displacement couples the excited states with matrix element $W=V_{bd}Q$, where $V_{bd}$ is a constant. Apart from the common energy $\omega^2Q^2/2$, the Hamiltonian of the excited pair is

$$
H=\begin{pmatrix}E_d&W\\ W&E_b\end{pmatrix}.
$$

The eigenstates at fixed $Q$, called adiabatic states, are a rotation of the original pair:

$$
|d;Q\rangle=\cos\theta\,|d\rangle-\sin\theta\,|b\rangle,\qquad
|b;Q\rangle=\sin\theta\,|d\rangle+\cos\theta\,|b\rangle .
$$

The angle follows from the requirement that $H$ have no matrix element between them:

$$
\begin{aligned}
0&=\langle b;Q|H|d;Q\rangle\\
&=E_d\sin\theta\cos\theta-W\sin^2\theta+W\cos^2\theta-E_b\sin\theta\cos\theta\\
&=W\cos2\theta-\tfrac12\Delta\sin2\theta .
\end{aligned}
$$

Hence $\tan2\theta=2W/\Delta$. The branch with $|\theta|<\pi/4$ goes continuously to $\theta=0$ at $Q=0$, so that the state labelled $d$ remains the lower one.

The transition dipole of the dark state is now

$$
\mu_{gd}(Q)=\cos\theta\,\mu_{gd}-\sin\theta\,\mu_{gb}=-\mu_{gb}\sin\theta .
$$

For small $x=V_{bd}Q/\Delta$, the expansion $\arctan(2x)=2x-8x^3/3+\dots$ gives $\theta=x-4x^3/3+\dots$. With $\sin\theta=\theta-\theta^3/6+\dots$ this becomes

$$
\sin\theta=x-\tfrac32x^3+\dots
$$

The slope at the origin is therefore

$$
\mu'=\left.\frac{d\mu_{gd}}{dQ}\right|_0=-\frac{\mu_{gb}V_{bd}}{\Delta}
=\frac{\mu_{gb}V_{bd}}{E_d-E_b}.
$$

The dark state acquires a small component of the bright one, and that component carries the dipole. A larger bright dipole, a stronger coupling or a smaller gap each increase the slope.

### Limit check: what is borrowed is lost elsewhere

The bright transition dipole becomes $\mu_{gb}(Q)=\mu_{gb}\cos\theta$. Its squared dipole has fallen by

$$
\mu_{gb}^2-\mu_{gb}^2\cos^2\theta=\mu_{gb}^2\sin^2\theta,
$$

which equals the squared dipole gained by $d$. In this two-state mixing the word "borrowing" is literal, at every fixed $Q$.

For numbers, take the round model parameters $E_d=0.18$ and $E_b=0.25$ hartree, $\omega=0.004$ hartree, $\mu_{gb}=1.5\ e\,$bohr and $V_{bd}=2.0\times10^{-4}$ hartree/(bohr $\sqrt{m_e}$). The gap is $\Delta=0.07$ hartree, and

$$
\mu'=-\frac{1.5\times2.0\times10^{-4}}{0.07}=-4.286\times10^{-3}\ e/\sqrt{m_e}.
$$

At $Q=11.18$ bohr $\sqrt{m_e}$, a displacement whose meaning appears below, numerical diagonalization gives a gain of $2.289\times10^{-3}$ and an equal loss, in $(e\,\text{bohr})^2$. This equality was tested. The linear estimate $(\mu'Q)^2$ is $2.296\times10^{-3}$, higher by 0.3 percent. The expansion accounts for the difference: $\sin^2\theta=x^2(1-3x^2+\dots)$, with $x=0.032$ and $3x^2=0.003$.

### The nuclei are quantum particles

At the one point $Q=0$ the dipole is zero, but the vibrational ground state is spread around that point. In the Born–Oppenheimer (BO) approximation a molecular state is the product of an adiabatic electronic state and a vibrational function $\chi$ on its energy surface. Integrating first over the electrons and then over $Q$ gives the transition amplitude

$$
M_{vv'}=\int\chi_{gv}(Q)\,\mu_{gd}(Q)\,\chi_{dv'}(Q)\,dQ .
$$

We expand the dipole about the origin. Its constant term is zero, so the leading term is

$$
M_{vv'}=\mu'\,\langle v|Q|v'\rangle .
$$

This is the Herzberg–Teller amplitude. Replacing $\mu_{gd}(Q)$ by its value at $Q=0$, the Condon approximation, would have given no intensity at all.

To evaluate the matrix element, first let both surfaces be harmonic with the same minimum and the same frequency. Define

$$
Q=\frac{a+a^\dagger}{\sqrt{2\omega}},\qquad
P=-i\sqrt{\frac{\omega}{2}}\,(a-a^\dagger),\qquad [a,a^\dagger]=1 .
$$

These operators satisfy $[Q,P]=i$, because $[a+a^\dagger,a-a^\dagger]=-2$. The energy is

$$
\frac{P^2}{2}+\frac{\omega^2Q^2}{2}
=\frac{\omega}{4}\left[(a+a^\dagger)^2-(a-a^\dagger)^2\right]
=\omega\left(a^\dagger a+\tfrac12\right).
$$

With $a|v\rangle=\sqrt v\,|v-1\rangle$ and $a^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle$, the nonzero matrix elements are

$$
\langle v+1|Q|v\rangle=\sqrt{\frac{v+1}{2\omega}},\qquad
\langle v-1|Q|v\rangle=\sqrt{\frac{v}{2\omega}} .
$$

From $v=0$ a single line remains, $0\to1$. Its dipole strength, defined as the squared amplitude, is

$$
\boxed{D=\frac{(\mu')^2}{2\omega}}
$$

and it lies at $E_d+\omega$, one vibrational quantum above the missing electronic origin. The factor $1/(2\omega)$ is the mean square displacement $\langle0|Q^2|0\rangle$. Its root is

$$
q_{\rm rms}=\frac1{\sqrt{2\omega}}=\frac1{\sqrt{0.008}}=11.18\ \text{bohr}\sqrt{m_e},
$$

the displacement used above. A soft mode with a given slope produces more intensity because its zero-point motion is wider.

For an isotropic sample the oscillator strength of a line with energy $\varepsilon$ is $f=\frac23\varepsilon\sum_\alpha|M_\alpha|^2$, with $\alpha$ running over the Cartesian components. If one component is nonzero, then

$$
f=\frac23\,(E_d+\omega)\,\frac{(\mu')^2}{2\omega}.
$$

### How much of this depends on equal surfaces?

Suppose that the excited surface has another frequency, or is not harmonic. Its vibrational functions still form a complete set, so that

$$
\sum_{v'}|\mu'\langle0|Q|v'\rangle|^2=(\mu')^2\langle0|Q^2|0\rangle=\frac{(\mu')^2}{2\omega},
$$

where $\omega$ is the frequency of the ground surface. With a linear dipole, the shape of the upper surface redistributes dipole strength over the lines but leaves the sum unchanged. The sum of oscillator strengths does change slightly, because each line is weighted by its own energy.

The two-state model shows how the upper surface changes. The lower eigenvalue of $H$ is

$$
\frac{E_d+E_b}{2}-\sqrt{\frac{\Delta^2}{4}+W^2}=E_d-\frac{V_{bd}^2Q^2}{\Delta}+\dots
$$

Adding $\omega^2Q^2/2$ gives a potential with squared frequency

$$
\omega_d^2=\omega^2-\frac{2V_{bd}^2}{\Delta}.
$$

For the parameters above the reduction is $1.14\times10^{-6}$, against $\omega^2=1.6\times10^{-5}$, or 7 percent. If $2V_{bd}^2/\Delta$ exceeded $\omega^2$, the dark surface would have a maximum at $Q=0$. The picture of a single $0\to1$ line would then fail, although the sum above would survive as long as the dipole stayed linear over the ground-state distribution.

This condition is stricter than small mixing. With $x_{\rm rms}=V_{bd}q_{\rm rms}/\Delta$, the relative change of the squared frequency is

$$
\frac{2V_{bd}^2}{\Delta\omega^2}=4x_{\rm rms}^2\,\frac{\Delta}{\omega}.
$$

Since $\Delta/\omega$ is large where the BO approximation is good, a weakly mixed state can still have a strongly altered surface.

The restriction to a dark state also matters. For an allowed transition with $\mu(Q)=\mu_0+\mu'Q+\frac12\mu''Q^2$, and with $\langle Q\rangle=0$, the total dipole strength through second order in $Q$ is

$$
\langle\mu^2\rangle=\mu_0^2+\left[(\mu')^2+\mu_0\mu''\right]\langle Q^2\rangle .
$$

The second derivative enters at the same order as the squared slope. Adding $(\mu')^2/(2\omega)$ alone to an allowed band is therefore not a consistent correction. For the dark state $\mu_0=0$, and the difficulty is absent.

### Generalization to finite temperature

Let the ground-state vibration be in thermal equilibrium at temperature $T$, and put $y=e^{-\omega/k_BT}$. The populations are $p_v=(1-y)y^v$, and the mean quantum number is

$$
\bar n=\sum_v v\,p_v=(1-y)\,y\frac{d}{dy}\frac1{1-y}=\frac{y}{1-y}.
$$

With equal frequencies, all transitions $v\to v+1$ fall at $E_d+\omega$, and all transitions $v\to v-1$ at $E_d-\omega$. Their dipole strengths are

$$
D_+=(\mu')^2\,\frac{\bar n+1}{2\omega},\qquad
D_-=(\mu')^2\,\frac{\bar n}{2\omega}.
$$

The ratio is $D_-/D_+=\bar n/(\bar n+1)=y$. The sum contains $2\bar n+1=(1+y)/(1-y)$, so

$$
D(T)=\frac{(\mu')^2}{2\omega}\coth\frac{\omega}{2k_BT}.
$$

As $T\to0$ the hyperbolic cotangent tends to one and the cold line alone remains. For $k_BT\gg\omega$ the sum tends to $(\mu')^2k_BT/\omega^2$, the result for a classical oscillator, whose mean square displacement is $k_BT/\omega^2$.

At 600 K, $k_BT=1.900\times10^{-3}$ hartree and $\omega/k_BT=2.105$. Then $y=0.122$, and the total dipole strength is $1.122/0.878=1.28$ times its zero-temperature value. Both thermal formulas were tested against Boltzmann sums over vibrational levels of numerical BO surfaces. The couplings were made weak there, so that higher orders in the coupling would not obscure the comparison, and the agreement was within 0.1 percent. Both formulas rest on the BO approximation; the second half shows how they change without it.

### Several modes, and what to compute

With several normal coordinates $Q_a$, the leading dipole of a dark state is $\boldsymbol\mu=\sum_a\boldsymbol\mu'_aQ_a$. The term in $Q_a$ excites one quantum of mode $a$. The final states for different modes are orthogonal, so squared amplitudes add, without cross terms:

$$
D=\sum_a\frac{|\boldsymbol\mu'_a|^2}{2\omega_a}.
$$

This holds at $T=0$ for independent harmonic modes with common minima and frequencies.

In the two-state model $\mu_{gd}(Q)$ is odd in $Q$, since $\theta$ changes sign with $Q$. One displaced geometry per active mode then suffices:

$$
(\mu')^2\simeq\frac{\mu_{gd}(q)^2}{q^2},\qquad
D\simeq\frac{\mu_{gd}(q)^2}{2\omega q^2}.
$$

With $q=q_{\rm rms}$ the squared dipole at the displaced geometry is itself the estimate of $D$. Measured against $(\mu')^2/(2\omega)$, its leading relative error in this model is $-3x_{\rm rms}^2$, from the cubic term of $\sin\theta$. This is the error in extracting the slope, not the error of the linear formula itself. A smaller $q$ reduces that error, until numerical noise in a small dipole takes over.

This answers the opening question for a ground state that does not mix. The next step is to remove that restriction.

## 2. All states may lend, including to the ground state

The symbols carried over are these. $Q$ is a mass-weighted coordinate with ground-state frequency $\omega$ and zero-point spread $q_{\rm rms}=1/\sqrt{2\omega}$. States $g$, $d$ and $b$ are the ground, dark and bright states, and $\Delta=E_b-E_d$. The slope $\mu'$ of the dark transition dipole at $Q=0$ gives the dipole strength $D=(\mu')^2/(2\omega)$ of the line $0\to1$. If $d$ and $b$ alone mix, $\mu'=\mu_{gb}V_{bd}/(E_d-E_b)$.

### The slope for any number of states

Let $H_{\rm el}(Q)$ be the electronic Hamiltonian, with real, normalized, nondegenerate eigenstates $|k;Q\rangle$ and energies $E_k(Q)$. State 0 is the ground state. Write $V=\partial H_{\rm el}/\partial Q$ and $V_{mk}=\langle m|V|k\rangle$, all at $Q=0$, and let $\partial$ denote $\partial/\partial Q$. Differentiating the eigenvalue equation gives

$$
V|k\rangle+H_{\rm el}|\partial k\rangle=(\partial E_k)|k\rangle+E_k|\partial k\rangle .
$$

Multiply from the left by $\langle m|$ with $m\neq k$. The first term on the right vanishes by orthogonality, and $\langle m|H_{\rm el}=E_m\langle m|$, so

$$
V_{mk}+E_m\langle m|\partial k\rangle=E_k\langle m|\partial k\rangle
\quad\Rightarrow\quad
\langle m|\partial k\rangle=\frac{V_{mk}}{E_k-E_m}.
$$

The component along $|k\rangle$ itself follows from normalization. Differentiating $\langle k|k\rangle=1$ gives $2\langle k|\partial k\rangle=0$ for real states. Therefore

$$
|\partial k\rangle=\sum_{m\neq k}|m\rangle\frac{V_{mk}}{E_k-E_m}.
$$

The transition dipole has three sources of change:

$$
\mu'=\langle0|\mu|\partial k\rangle+\langle\partial0|\mu|k\rangle+\langle0|(\partial\mu)|k\rangle .
$$

In the last term, the electronic dipole operator $-\sum_i\mathbf r_i$ does not depend on $Q$. The nuclear dipole does, but it is a number as far as the electrons are concerned, and it multiplies $\langle0|k\rangle=0$. The term vanishes. Inserting the state derivatives in the other two gives

$$
\boxed{\mu'=\sum_{m\neq k}\frac{\mu_{0m}V_{mk}}{E_k-E_m}
+\sum_{m\neq0}\frac{V_{0m}\mu_{mk}}{E_0-E_m}}
$$

The first sum mixes other states into the final state $k$. The second mixes other states into the ground state.

Permanent dipoles are contained in the two sums. The term $m=0$ of the first and the term $m=k$ of the second share the coupling $V_{0k}$:

$$
\frac{\mu_{00}V_{0k}}{E_k-E_0}+\frac{V_{0k}\mu_{kk}}{E_0-E_k}
=\frac{(\mu_{kk}-\mu_{00})V_{0k}}{E_0-E_k}.
$$

Their difference alone matters, so a constant added to the dipole operator has no effect, as it must. This contribution needs no third state: it uses the change of permanent dipole between the two states of the transition.

The boxed formula was tested against finite differences for a random five-state Hamiltonian with permanent dipoles and a nuclear dipole that varied with $Q$. The largest discrepancy was about $10^{-8}$ atomic units.

The dipole strength of a symmetry-dark state now follows from the slope $\mu'$ of its transition dipole, and the slope has been written as two sums, one for mixing into the final state and one for mixing into the ground state. What remains is to see which of these quantities TDDFT supplies, and to test the intensity formula in a three-state model, including without the Born–Oppenheimer approximation.
